\section*{Peak Field of an Abrupt p–n Junction with Majority-Carrier Tails}

\section{Result and conventions}

An abrupt p--n junction in equilibrium has the peak field
\begin{equation}
F_m^2=\frac{2qN_*}{\varepsilon}\left[V_{bi}-2V_t+V_t\,\frac{n_0+p_0}{N_*}\right],
\qquad N_*=\frac{N_aN_d}{N_a+N_d},
\label{main}
\end{equation}
when the intrinsic density $n_i$ is much smaller than both dopings. Here $V_t=kT/q$, $V_{bi}$ is the built-in voltage, and $n_0$, $p_0$ are the electron and hole densities at the metallurgical plane. If $n_0+p_0\ll N_*$, the last term drops out, and the majority-carrier tails replace $V_{bi}$ in the depletion formula by $V_{bi}-2kT/q$. That condition fails in a strongly one-sided junction, where, for an ideally abrupt step, the reduction shrinks and then changes sign.

The acceptor density is $N_a$ for $x<0$ and the donor density is $N_d$ for $x>0$. Both are uniform and fully ionized, the permittivity $\varepsilon$ is constant, and each side ends in a long neutral region. The potential $\psi$ rises towards the n side, so $F=d\psi/dx$ is the field magnitude and the field component along $x$ is $-F$. Poisson's equation reads
\begin{equation}
\frac{dF}{dx}=-\frac{\rho}{\varepsilon},\qquad \rho=q(p-n+D),
\label{poisson}
\end{equation}
with $D=N_d$ for $x>0$ and $D=-N_a$ for $x<0$.

The formula to be corrected treats the space charge as two boxes, $qN_d$ over a width $x_n$ and $-qN_a$ over a width $x_p$. Neutrality requires $N_dx_n=N_ax_p$. The field is a triangle of height $F_{dep}=qN_dx_n/\varepsilon=qN_ax_p/\varepsilon$, and its area is the voltage:
\begin{equation}
V_{bi}=\frac{F_{dep}}2(x_n+x_p)
=\frac{\varepsilon F_{dep}^2}{2q}\left(\frac1{N_d}+\frac1{N_a}\right)
=\frac{\varepsilon F_{dep}^2}{2qN_*}.
\label{dep}
\end{equation}

\section{First derivation: carriers as functions of potential}

With $\psi=0$ where the material would be intrinsic, Boltzmann statistics and a common Fermi level give
\begin{equation}
n=n_ie^{\psi/V_t},\qquad p=n_ie^{-\psi/V_t},\qquad np=n_i^2 .
\end{equation}
In the n bulk, neutrality requires $n-p=N_d$. Since $(n+p)^2=(n-p)^2+4np$, the total carrier density there is $S_n=\sqrt{N_d^2+4n_i^2}$. Likewise $S_p=\sqrt{N_a^2+4n_i^2}$ in the p bulk. The bulk potentials obey $2n_i\sinh(\psi_n/V_t)=N_d$ and $2n_i\sinh(\psi_p/V_t)=-N_a$, so
\begin{equation}
V_{bi}=\psi_n-\psi_p=V_t\left[\operatorname{arsinh}\frac{N_d}{2n_i}
+\operatorname{arsinh}\frac{N_a}{2n_i}\right]
\simeq V_t\ln\frac{N_aN_d}{n_i^2}.
\label{vbi}
\end{equation}
The last form uses $\operatorname{arsinh}z\simeq\ln 2z$ for large $z$.

\subsection{The integral on each side}

On the n side write $\psi=\psi_n-V_tu$. If $n_b$ and $p_b$ are the bulk densities, then $n=n_be^{-u}$ and $p=p_be^{u}$. Multiplying \eqref{poisson} by $F=d\psi/dx=-V_t\,du/dx$ gives
\begin{equation}
\frac{d}{dx}\frac{F^2}{2}=\frac{V_t}{\varepsilon}\,\rho\,\frac{du}{dx}.
\end{equation}
Both $F$ and $u$ vanish in the bulk. Integration from there, with $qV_t=kT$, yields
\begin{align}
\frac{\varepsilon F^2}{2kT}
&=\int_0^u\left(N_d-n_be^{-s}+p_be^{s}\right)ds\nonumber\\
&=N_du+n_b(e^{-u}-1)+p_b(e^{u}-1)\nonumber\\
&=N_du+n+p-S_n .
\label{nside}
\end{align}
On the p side write $\psi=\psi_p+V_tv$. Holes now fall as $e^{-v}$ and electrons rise as $e^v$. The signs of both $\rho$ and the potential step are reversed, and the same integration gives
\begin{equation}
\frac{\varepsilon F^2}{2kT}=N_av+n+p-S_p .
\label{pside}
\end{equation}

These integrals also locate the peak. Call the right side of \eqref{nside} $G(u)$. Then $G(0)=0$, $G'(0)=N_d-n_b+p_b=0$ and $G''=n+p>0$, so $G$ is positive except at $u=0$. The field therefore vanishes only in the bulk, and the same holds on the p side. Hence $\psi$ rises steadily from p to n, and $u>0$ at finite $x>0$. There $\rho=qG'(u)>0$, so $F$ decreases away from the plane. On the p side $\rho<0$, and $F$ increases towards the plane. The maximum lies at $x=0$.

The origin of the reduction is visible in \eqref{nside}. Where minority carriers are negligible, the electron tail subtracts
\begin{equation}
\int_0^{u_0}e^{-s}\,ds=1-e^{-u_0}
\label{tail}
\end{equation}
from the drop $u_0$ between the bulk and the plane. For a drop of many $V_t$ this is one thermal voltage. The hole tail subtracts another on the p side. The tails partly neutralize the dopants near the depletion edges, so some of the voltage falls where there is less net charge to build up the field.

\subsection{Matching at the plane}

The field and both carrier densities are continuous at $x=0$. Equating \eqref{nside} and \eqref{pside} there cancels $n_0+p_0$:
\begin{equation}
N_du_0-S_n=N_av_0-S_p\equiv K .
\end{equation}
Thus $u_0=(K+S_n)/N_d$ and $v_0=(K+S_p)/N_a$. Their sum must be $V_{bi}/V_t$, and $1/N_d+1/N_a=1/N_*$, so
\begin{equation}
K=N_*\left(\frac{V_{bi}}{V_t}-\frac{S_n}{N_d}-\frac{S_p}{N_a}\right),
\qquad F_m^2=\frac{2kT}{\varepsilon}(K+n_0+p_0).
\label{exact}
\end{equation}
For small $n_i$, $S_n/N_d\simeq1+2n_i^2/N_d^2$, and similarly for $S_p/N_a$. Replacing both ratios by one gives \eqref{main}. The densities at the plane are explicit too:
\begin{equation}
u_0=1+\frac{N_a}{N_a+N_d}\left(\frac{V_{bi}}{V_t}-2\right),\quad
v_0=1+\frac{N_d}{N_a+N_d}\left(\frac{V_{bi}}{V_t}-2\right),
\label{drops}
\end{equation}
with $n_0=N_de^{-u_0}$ and $p_0=N_ae^{-v_0}$.

\section{Second derivation: forces and pressures}

This derivation starts from mechanical balance in position space. In equilibrium neither carrier gas flows, so its pressure gradient balances the electric force on it. For ideal gases with pressures $kTn$ and $kTp$,
\begin{equation}
kT\frac{dn}{dx}=qnF,\qquad kT\frac{dp}{dx}=-qpF .
\label{force}
\end{equation}
The electron sign is positive because a negative charge in the field $-F$ is pushed towards the n side. Adding the two equations gives $q(n-p)F=kT\,d(n+p)/dx$. Now multiply \eqref{poisson} by $\varepsilon F$:
\begin{align}
\frac{d}{dx}\frac{\varepsilon F^2}{2}
&=-q(p-n+D)F\nonumber\\
&=kT\frac{d(n+p)}{dx}-qD\frac{d\psi}{dx}.
\label{stress}
\end{align}

Let $\Phi_n$ and $\Phi_p$ be the voltages dropped on the two sides. Integrating \eqref{stress} from the plane to the n bulk, where $F=0$ and $n+p=S_n$, gives
\begin{equation}
-\frac{\varepsilon F_m^2}{2}=kT(S_n-n_0-p_0)-qN_d\Phi_n .
\label{slab}
\end{equation}
Each term is a force per area on the n side. The left side is the net attraction towards the negative p side. The last term is the pull on the donors. The first term on the right is the opposite push on the mobile carriers, which weakens the net attraction when $n_0+p_0<S_n$.

Integration from the p bulk to the plane gives
\begin{equation}
\frac{\varepsilon F_m^2}{2}=kT(n_0+p_0-S_p)+qN_a\Phi_p .
\label{slabp}
\end{equation}
Reverse the sign of \eqref{slab} and divide it by $N_d$, divide \eqref{slabp} by $N_a$, and add. Because $\Phi_n+\Phi_p=V_{bi}$,
\begin{equation}
\frac{\varepsilon F_m^2}{2N_*}=qV_{bi}
-kT\left(\frac{S_n}{N_d}+\frac{S_p}{N_a}\right)
+kT\,\frac{n_0+p_0}{N_*}.
\end{equation}
Multiplication by $2N_*/\varepsilon$ reproduces \eqref{exact}. In this reading, each $kT/q$ is the bulk pressure of a majority gas divided by the charge density of its dopants.

\section{What each derivation assumes}

Both derivations need Poisson's equation with smooth, averaged dopant charge, uniform doping on each side, constant permittivity, neutral ends, and carrier densities continuous at the plane. They differ in their description of the carriers.

The first assumes the Boltzmann exponentials from the start. In return it gives $n_0$ and $p_0$ explicitly. The second needs only the local balance \eqref{force} to relate field to pressure, and for a given $V_{bi}$ its balances \eqref{slab} and \eqref{slabp} also fix the side drops. Its form of the result still contains $n_0+p_0$, and evaluating that sum requires integrating \eqref{force}, which restores the exponentials. The two arguments are thus consistent descriptions of one equilibrium, but they are open to different extensions.

The force argument extends readily to a non-ideal gas: $kTn$ becomes the pressure $P(n)$. For a parabolic band with effective density of states $N_c$ and fugacity $z$, the first Fermi--Dirac corrections are
\begin{equation}
\frac n{N_c}=z-\frac{z^2}{2^{3/2}},\qquad
\frac P{kTN_c}=z-\frac{z^2}{2^{5/2}} .
\end{equation}
Inverting the first gives $z=(n/N_c)[1+2^{-3/2}n/N_c]$ to this order, and then $P/(kTn)=1+2^{-5/2}n/N_c$. The pressure loss grows by $2^{-5/2}n/N_c$ thermal voltages, but $\ln z$, and with it $V_{bi}$, grows by twice as much. At fixed doping the net effect of weak degeneracy is a slightly larger field.

The potential argument extends readily to incomplete ionization. Let $f=1/(1+a)$ be the ionized fraction in the bulk. At reduced potential $s$ the ionized fraction is $1/(1+ae^{-s})$, and the majority density divided by the doping is $fe^{-s}$. For a large drop the loss on one side becomes
\begin{equation}
\int_0^\infty\left[1-\frac1{1+ae^{-s}}+fe^{-s}\right]ds
=\ln(1+a)+f=f-\ln f .
\end{equation}
The lower bulk carrier density also reduces $V_{bi}$ by $-V_t\ln f$. The total loss exceeds the fully ionized value by $f-1-2\ln f$ thermal voltages per side, which is about $1-f$ when $f$ is near one.

\section{Balanced and one-sided junctions}

When both side drops are many $V_t$ and $n_0+p_0\ll N_*$, dividing \eqref{main} by \eqref{dep} gives
\begin{equation}
\frac{F_m}{F_{dep}}=\sqrt{1-\frac{2V_t}{V_{bi}}}\simeq1-\frac{V_t}{V_{bi}} .
\label{ratio}
\end{equation}

As $r=N_d/N_a$ grows, \eqref{drops} shows that the drop on the heavily doped side falls towards one thermal voltage, which it approaches only when $r\gg V_{bi}/V_t$. Electrons then spill across the plane, with $n_0/N_*=(1+r)e^{-u_0}$. The reduction vanishes when $n_0+p_0=2N_*$. Beyond that point the depletion formula underestimates the peak field of an ideally abrupt step. If $r$ is so large that $r/e\gg V_{bi}/V_t$, then $u_0\to1$, the spilled electrons dominate \eqref{exact}, and
\begin{equation}
F_m^2\to\frac{2kT}{\varepsilon}\,\frac{N_d}{e},
\end{equation}
where $e$ is the base of natural logarithms. In this limit of the model the heavier doping sets the field, whereas $F_{dep}$ is governed by the lighter one. The approach is slow: for the silicon values below, $F_m^2$ is 1.65 times the limit at $r=100$ and 1.06 times at $r=1000$, where $N_d=10^{20}\ \mathrm{cm^{-3}}$ lies outside Boltzmann statistics.

\section{A silicon junction}

Take chosen dopings $N_a=10^{17}$ and $N_d=2\times10^{17}\ \mathrm{cm^{-3}}$ at 300 K, with rough silicon values $n_i=10^{10}\ \mathrm{cm^{-3}}$ and relative permittivity 11.7. Then $V_t=0.02585$ V and $N_*=6.667\times10^{16}\ \mathrm{cm^{-3}}$. Equation \eqref{vbi} gives
\begin{equation}
V_{bi}=0.025852\times32.929=0.8513\ \mathrm V,\qquad
V_{bi}-2V_t=0.7996\ \mathrm V .
\end{equation}
The side drops from \eqref{drops} are 0.2924 V on the n side and 0.5589 V on the p side. Both are many thermal voltages, and $(n_0+p_0)/N_*=3.7\times10^{-5}$, so the $2kT/q$ form applies. The peak fields are
\begin{align}
F_{dep}&=\sqrt{2qN_*(0.8513\ \mathrm V)/\varepsilon}=0.1325\ \mathrm{MV/cm},\\
F_m&=\sqrt{2qN_*(0.7996\ \mathrm V)/\varepsilon}=0.1284\ \mathrm{MV/cm}.
\end{align}
The tails lower the field by 3.1\% relative to the depletion value; the first-order estimate in \eqref{ratio} is 3.0\%.

Now hold $N_a$, $n_i$ and $T$ fixed and raise $N_d$. The reduction of $V_{bi}$, in units of $kT/q$, is 2.00 at $r=1$, 1.99 at $r=5$ and 1.79 at $r=10$. It vanishes near $r=22$, is $-1.85$ at $r=30$, and reaches $-24.3$ at $r=100$. These values assume full ionization. With a fixed dopant binding energy of 0.045 eV, incomplete ionization leaves fewer electrons to spill across the plane and moves the sign change to a larger $r$: about 33 when the reduction is counted from the fully ionized $V_{bi}$, and about 28 when it is counted from the lowered one. The last value shows the trend of the Boltzmann model only: there $N_d=10^{19}\ \mathrm{cm^{-3}}$ is a third of the rough band density of states, $3\times10^{19}\ \mathrm{cm^{-3}}$, and degeneracy is no longer small. Counted from the same $V_{bi}$, Fermi--Dirac statistics change the reduction to $-25.5$ at $r=100$ and already to $-1.93$ at $r=30$.

A perfectly abrupt step is an idealization. Smoothing the step with a Gaussian of standard deviation 1 nm, and solving the nonlinear Poisson equation by finite differences, lowers the peak by 1.3\% relative to the abrupt junction. With 3 nm the loss is 3.8\%, more than the tail correction itself. Both effects lower the field, so the tail correction still moves the depletion value in the right direction. Predicting the absolute field of this junction to better than the size of that correction, however, requires knowing the width of the doping step on the nanometre scale. The sign change in one-sided junctions is more sensitive still. Measured against the abrupt depletion value, 1 nm of smoothing moves it from $r\approx22$ to $r\approx50$, and with 3 nm the peak field stays at 0.92--0.93 of $F_{dep}$ at $r=22$, 30 and 100.

Dopant discreteness matters as well. A sphere holding one acceptor on average has a radius of 13.4 nm. At that distance a single ion, screened only by the permittivity, produces 0.0069 MV/cm, compared with the 0.0041 MV/cm removed by the tails. Equation \eqref{main} is therefore a mean-field value, not a prediction of the field at each point of the plane.

Three other omissions have smaller effects here. Fermi--Dirac statistics raise the field by 0.003\%. Incomplete ionization lowers it by 0.23\%, for a rough binding energy of 0.045 eV and level degeneracies of 2 for donors and 4 for acceptors. A built-in voltage 10 mV lower, as an error in $n_i$ or neglected gap narrowing might cause, lowers it by 0.63\%. The peak is about a quarter of a rough breakdown field of 0.5 MV/cm. Since $qV_{bi}$ is 0.76 of a rough 1.12 eV gap, the valence band of the p side does not overlap the conduction band of the n side in energy, as direct band-to-band tunnelling would require.

At 400 K, with the gap held fixed and $n_i\propto T^{3/2}\exp(-E_g/2kT)$, where $E_g$ is the gap, the built-in voltage falls to 0.732 V while the reduction grows to 0.069 V. The peak field is then 0.117 MV/cm. Heating makes the tail correction a larger fraction of a smaller built-in voltage.

Numerical values quoted here were computed with a short program.
